# Hückel and Möbius Rings: Levels, Frost Circle and Closed Shells: test program

```python
"""Hueckel and Moebius rings: levels, Frost circle and closed shells.

Result under test: a ring of N sites with site energy alpha and coupling beta < 0
has levels alpha + 2 beta cos(theta), where exp(i N theta) = s.
s = +1: Hueckel (periodic) ring; s = -1: Moebius (antiperiodic) ring.
With M electrons, 0 < M < 2N, shells close at M = 4n+2 for s = +1
and at M = 4n for s = -1.  Energies in the example are in hartree.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
NAMES = {1: "Hueckel", -1: "Moebius"}


def ring_from_couplings(alpha, couplings):
    """Ring matrix; couplings[j] joins site j to site j+1, the last closes the ring."""
    size = len(couplings)
    matrix = alpha * np.eye(size)
    for j, coupling in enumerate(couplings):
        k = (j + 1) % size
        matrix[j, k] = matrix[k, j] = coupling
    return matrix


def ring(size, s, alpha, beta):
    couplings = np.full(size, beta, dtype=float)
    couplings[-1] *= s
    return ring_from_couplings(alpha, couplings)


def closed_counts(levels):
    """Even electron counts below complete filling that leave a frontier gap."""
    return [2 * m for m in range(1, len(levels))
            if levels[m] - levels[m - 1] > 1e-8]


def filled_energy(levels, electrons):
    return 2 * np.sum(levels[:electrons // 2])


def frontier_gap(levels, electrons):
    return levels[electrons // 2] - levels[electrons // 2 - 1]


def twisted_ring(size, alpha, beta):
    """p axes turn by pi/size per site; coupling = beta * (axis dot next axis)."""
    angles = np.pi * np.arange(size) / size
    axes = np.column_stack([np.cos(angles), np.sin(angles)])
    couplings = [beta * axes[j] @ axes[(j + 1) % size] for j in range(size)]
    return ring_from_couplings(alpha, couplings)


rng = np.random.default_rng(7)
alpha_test, beta_test = -0.37, -0.83
largest_level_error = 0.0

for N in range(3, 15):
    spectra = {}
    for s in (1, -1):
        H = ring(N, s, alpha_test, beta_test)
        levels = np.linalg.eigvalsh(H)
        spectra[s] = levels

        # The twisted shift generates the ring matrix, and its N-th power is s.
        shift = np.diag(np.ones(N - 1), 1)
        shift[-1, 0] = s
        assert np.allclose(np.linalg.matrix_power(shift, N), s * np.eye(N))
        assert np.allclose(H, alpha_test * np.eye(N)
                           + beta_test * (shift + np.linalg.inv(shift)))

        # Level formula against diagonalization; plane waves against the matrix.
        k = np.arange(N)
        theta = 2 * np.pi * k / N if s == 1 else (2 * k + 1) * np.pi / N
        formula = alpha_test + 2 * beta_test * np.cos(theta)
        error = np.max(np.abs(np.sort(formula) - levels))
        largest_level_error = max(largest_level_error, error)
        assert error < 1e-11
        waves = np.exp(1j * np.outer(np.arange(N), theta)) / np.sqrt(N)
        assert np.allclose(H @ waves, waves * formula, atol=1e-11)
        assert np.allclose(waves.conj().T @ waves, np.eye(N), atol=1e-11)

        # Frost circle: polygon vertices found as roots of z^N - s.
        polynomial = np.zeros(N + 1)
        polynomial[0], polynomial[-1] = 1, -s
        vertices = np.roots(polynomial)
        heights = np.sort(alpha_test + 2 * beta_test * vertices.real)
        assert np.allclose(heights, levels, atol=1e-10)
        ordered = vertices[np.argsort(np.angle(vertices) % (2 * np.pi - 1e-7))]
        sides = np.abs(np.roll(ordered, -1) - ordered)
        assert np.ptp(sides) < 1e-10
        bottom_is_single = levels[1] - levels[0] > 1e-8
        assert bottom_is_single == (s == 1)
        top_is_single = levels[-1] - levels[-2] > 1e-8
        assert top_is_single == (s == (-1) ** N)

        # Shell closures are found from gaps in the numerical spectrum.
        remainder = 2 if s == 1 else 0
        expected = [M for M in range(1, 2 * N) if M % 4 == remainder]
        assert closed_counts(levels) == expected

        # Energies and gaps from explicit filling, for closed and open shells.
        for M in range(2, 2 * N, 2):
            closed_part = (4 * beta_test * np.sin(np.pi * M / (2 * N))
                           / np.sin(np.pi / N))
            is_closed = M in expected
            factor = 1 if is_closed else np.cos(np.pi / N)
            assert np.isclose(filled_energy(levels, M),
                              M * alpha_test + factor * closed_part, atol=1e-10)
            gap = (4 * abs(beta_test) * np.sin(np.pi * M / (2 * N))
                   * np.sin(np.pi / N)) if is_closed else 0
            assert np.isclose(frontier_gap(levels, M), gap, atol=1e-10)

    # Only the product of coupling signs matters.
    for trial in range(12):
        signs = rng.choice([-1, 1], size=N)
        levels = np.linalg.eigvalsh(
            ring_from_couplings(alpha_test, beta_test * signs))
        assert np.allclose(levels, spectra[int(np.prod(signs))], atol=1e-11)

    # Reversing beta interchanges the ring types only when N is odd.
    for s in (1, -1):
        reversed_levels = np.linalg.eigvalsh(ring(N, s, alpha_test, -beta_test))
        assert np.allclose(reversed_levels, spectra[s * (-1) ** N], atol=1e-11)

    # Geometry alone supplies the Moebius sign and the reduced coupling.
    twisted = np.linalg.eigvalsh(twisted_ring(N, alpha_test, beta_test))
    reduced = np.linalg.eigvalsh(
        ring(N, -1, alpha_test, beta_test * np.cos(np.pi / N)))
    assert np.allclose(twisted, reduced, atol=1e-11)
    for M in range(4, 2 * N, 4):
        assert np.isclose(filled_energy(twisted, M),
                          filled_energy(spectra[1], M), atol=1e-10)
        assert frontier_gap(twisted, M) > 1e-3

# Worked example with round model parameters.
alpha, beta = 0.0, -0.1
print(f"site energy alpha = {alpha:.4f} hartree")
print(f"coupling beta = {beta:.4f} hartree")
print(f"Frost circle radius 2|beta| = {2 * abs(beta):.4f} hartree")
print(f"largest level error in tests, N = 3 to 14: {largest_level_error:.0e} hartree")

for N in range(5, 9):
    for s in (1, -1):
        counts = closed_counts(np.linalg.eigvalsh(ring(N, s, alpha, beta)))
        print(f"N = {N} {NAMES[s]}: closed-shell electron counts below 2N: {counts}")

for N in (6, 8):
    energies = {}
    for s in (1, -1):
        levels = np.linalg.eigvalsh(ring(N, s, alpha, beta))
        rounded = np.round(levels, 8) + 0.0
        values, degeneracies = np.unique(rounded, return_counts=True)
        text = ", ".join(f"{v:.5f} (x{d})" for v, d in zip(values, degeneracies))
        energies[s] = filled_energy(levels, N)
        gap = abs(round(frontier_gap(levels, N), 10))
        print(f"N = {N} {NAMES[s]} levels (degeneracy), hartree: {text}")
        print(f"  pi energy, {N} electrons = {energies[s]:.5f} hartree")
        print(f"  frontier gap = {gap:.5f} hartree = {gap * HARTREE_EV:.3f} eV")
    difference = energies[-1] - energies[1]
    print(f"N = {N} E(Moebius) - E(Hueckel) = {difference:.5f} hartree"
          f" = {difference * HARTREE_EV:.3f} eV")
    print(f"N = {N} open/closed energy ratio = "
          f"{max(energies.values()) / min(energies.values()):.5f}"
          f"; cos(pi/N) = {np.cos(np.pi / N):.5f}")

N = 8
levels = np.linalg.eigvalsh(twisted_ring(N, alpha, beta))
gap = frontier_gap(levels, N)
print(f"twisted N = {N}: angle between neighbouring axes = {180 / N:.1f} degrees")
print(f"  reduced coupling magnitude = {abs(beta) * np.cos(np.pi / N):.5f} hartree")
print(f"  pi energy, {N} electrons = {filled_energy(levels, N):.5f} hartree")
print(f"  frontier gap = {gap:.5f} hartree = {gap * HARTREE_EV:.3f} eV")

print("success")
```

It prints:

```
site energy alpha = 0.0000 hartree
coupling beta = -0.1000 hartree
Frost circle radius 2|beta| = 0.2000 hartree
largest level error in tests, N = 3 to 14: 2e-15 hartree
N = 5 Hueckel: closed-shell electron counts below 2N: [2, 6]
N = 5 Moebius: closed-shell electron counts below 2N: [4, 8]
N = 6 Hueckel: closed-shell electron counts below 2N: [2, 6, 10]
N = 6 Moebius: closed-shell electron counts below 2N: [4, 8]
N = 7 Hueckel: closed-shell electron counts below 2N: [2, 6, 10]
N = 7 Moebius: closed-shell electron counts below 2N: [4, 8, 12]
N = 8 Hueckel: closed-shell electron counts below 2N: [2, 6, 10, 14]
N = 8 Moebius: closed-shell electron counts below 2N: [4, 8, 12]
N = 6 Hueckel levels (degeneracy), hartree: -0.20000 (x1), -0.10000 (x2), 0.10000 (x2), 0.20000 (x1)
  pi energy, 6 electrons = -0.80000 hartree
  frontier gap = 0.20000 hartree = 5.442 eV
N = 6 Moebius levels (degeneracy), hartree: -0.17321 (x2), 0.00000 (x2), 0.17321 (x2)
  pi energy, 6 electrons = -0.69282 hartree
  frontier gap = 0.00000 hartree = 0.000 eV
N = 6 E(Moebius) - E(Hueckel) = 0.10718 hartree = 2.917 eV
N = 6 open/closed energy ratio = 0.86603; cos(pi/N) = 0.86603
N = 8 Hueckel levels (degeneracy), hartree: -0.20000 (x1), -0.14142 (x2), 0.00000 (x2), 0.14142 (x2), 0.20000 (x1)
  pi energy, 8 electrons = -0.96569 hartree
  frontier gap = 0.00000 hartree = 0.000 eV
N = 8 Moebius levels (degeneracy), hartree: -0.18478 (x2), -0.07654 (x2), 0.07654 (x2), 0.18478 (x2)
  pi energy, 8 electrons = -1.04525 hartree
  frontier gap = 0.15307 hartree = 4.165 eV
N = 8 E(Moebius) - E(Hueckel) = -0.07956 hartree = -2.165 eV
N = 8 open/closed energy ratio = 0.92388; cos(pi/N) = 0.92388
twisted N = 8: angle between neighbouring axes = 22.5 degrees
  reduced coupling magnitude = 0.09239 hartree
  pi energy, 8 electrons = -0.96569 hartree
  frontier gap = 0.14142 hartree = 3.848 eV
success
```
